\section*{Resonance energy transfer relayed by a polarizable third molecule}

\section*{The problem}

An excited donor D and an acceptor A in its ground state are held at fixed sites in vacuum. A third molecule M is nearby. It is in its ground state before and after the transfer and does not absorb at the transferred energy $E=\hbar ck$. How does its presence change the transfer rate?

The molecules do not overlap, and each is treated as a point dipole. The transition dipoles $\boldsymbol\mu_D$ and $\boldsymbol\mu_A$ are real, and M has no permanent dipole. In the multipolar form of quantum electrodynamics there is no separate Coulomb term between the molecules. All coupling comes from $-\sum_X\boldsymbol\mu_X\cdot\mathbf E(\mathbf r_X)$, where $\mathbf E$ is the transverse displacement field divided by $\varepsilon_0$:
\begin{equation}
\mathbf E(\mathbf r)=i\sum_{\mathbf p\lambda}\sqrt{\frac{\hbar cp}{2\varepsilon_0\Omega}}
\left[\mathbf e\,a\,e^{i\mathbf p\cdot\mathbf r}-\mathbf e^*a^\dagger e^{-i\mathbf p\cdot\mathbf r}\right].
\end{equation}
Here $\Omega$ is the quantization volume, and $\mathbf e$ and $a$ belong to the mode $\mathbf p\lambda$.

\section*{(a) Direct transfer}

\textit{Find the second-order amplitude for transfer from D to A without M, at separation $\mathbf R=\mathbf r_A-\mathbf r_D$.}

\medskip
\textbf{Solution.} Either D emits first or A is excited first. The initial energy is $E$. The intermediate energies are $\hbar cp$ in the first case and $2E+\hbar cp$ in the second, so the denominators are $E-\hbar cp$ and $-(E+\hbar cp)$.

With the minus sign of the coupling, emission carries the factor $(-1)(-i)=i$ and absorption $(-1)(i)=-i$. Their product is $+1$. The second ordering has $e^{-i\mathbf p\cdot\mathbf R}$ in place of $e^{i\mathbf p\cdot\mathbf R}$, which the sum over $\pm\mathbf p$ makes equivalent. The polarization sum is $\mathbf 1-\hat{\mathbf p}\hat{\mathbf p}$, and
\begin{equation}
\frac1{E-\hbar cp}-\frac1{E+\hbar cp}=\frac{2\hbar cp}{E^2-(\hbar cp)^2}=\frac{1}{\hbar c}\,\frac{2p}{k^2-p^2}.
\label{line}
\end{equation}
With $\Omega^{-1}\sum_{\mathbf p}\to\int d^3p/(2\pi)^3$, the amplitude is $\boldsymbol\mu_A\cdot\mathbf V\cdot\boldsymbol\mu_D$, where
\begin{equation}
\mathbf V(k,\mathbf R)=\frac1{\varepsilon_0}\int\!\frac{d^3p}{(2\pi)^3}\,
\frac{p^2\mathbf 1-\mathbf p\mathbf p}{k^2-p^2}\,e^{i\mathbf p\cdot\mathbf R},\qquad k\to k+i0.
\end{equation}
The infinitesimal shift selects outgoing waves. The numerator equals $-\nabla^2\mathbf 1+\nabla\nabla$ acting on the exponential, so one scalar integral is needed. Its angular part is $4\pi\sin(pR)/(pR)$. Since the integrand is even in $p$,
\begin{equation}
G=\int\!\frac{d^3p}{(2\pi)^3}\frac{e^{i\mathbf p\cdot\mathbf R}}{k^2-p^2}
=\frac{1}{4\pi^2iR}\int_{-\infty}^{\infty}\!\frac{p\,e^{ipR}}{k^2-p^2}\,dp
=-\frac{e^{ikR}}{4\pi R}.
\end{equation}
The last step closes the contour in the upper half plane around $p=k+i0$, where the residue is $-e^{ikR}/2$.

Let $g=e^{ikR}/R$ and $\mathbf n=\mathbf R/R$. Then $4\pi\varepsilon_0\mathbf V=(\nabla^2\mathbf 1-\nabla\nabla)g$. For $R\ne0$ we have $\nabla^2g=-k^2g$ and $\nabla\nabla g=(g'/R)(\mathbf 1-\mathbf n\mathbf n)+g''\mathbf n\mathbf n$, with
\begin{equation}
g'=\Big(\frac{ik}{R}-\frac1{R^2}\Big)e^{ikR},\qquad
g''=\Big(-\frac{k^2}{R}-\frac{2ik}{R^2}+\frac2{R^3}\Big)e^{ikR}.
\end{equation}
The transverse coefficient is $-k^2g-g'/R=(1-ikR-k^2R^2)e^{ikR}/R^3$. The longitudinal one is $-k^2g-g''=-2(1-ikR)e^{ikR}/R^3$. Together they give
\begin{equation}
\mathbf V=\frac{e^{ikR}}{4\pi\varepsilon_0R^3}\left[(\mathbf 1-3\mathbf n\mathbf n)(1-ikR)-(\mathbf 1-\mathbf n\mathbf n)k^2R^2\right].
\label{V}
\end{equation}
For $kR\ll1$ this is the electrostatic dipole coupling. For $kR\gg1$ only the transverse part survives at order $1/R$. A numerical mode integral with both time orderings tests this tensor.

\section*{(b) The relayed amplitude}

\textit{Find the lowest-order contribution in which M takes part. Keep all time orderings, and fix the sign relative to the direct amplitude.}

\medskip
\textbf{Solution.} M must return to its ground state and has no permanent dipole, so it interacts at least twice. D and A must each interact at least once. The lowest order is therefore the fourth, with vertices D, M$_1$, M$_2$ and A. One photon joins D to M$_1$ and another joins M$_2$ to A. The other pairing, D with A and M with itself, is a radiative shift of M accompanying direct transfer and is not a relay.

There are $4!=24$ time orderings. Let $w_1$ and $w_2$ be the photon energies and $E_r$ the energy of an excited state of M. In the interaction picture D contributes $e^{-iEt_D/\hbar}$ and A contributes $e^{iEt_A/\hbar}$. A photon or an excitation of M that exists between two vertices contributes $e^{-iw|t-t'|/\hbar}$, whichever vertex comes first. Every ordering thus has the same integrand,
\begin{equation}
\exp\!\Big\{\frac i\hbar\big[E(t_A-t_D)-w_1|t_1-t_D|-E_r|t_2-t_1|-w_2|t_A-t_2|\big]\Big\},
\end{equation}
on its own region of the time variables. Summing the orderings removes the restrictions on the times.

The four vertices carry $(-i/\hbar)^4$. One factor $-i/\hbar$ and one time integral express overall energy conservation and are not part of the amplitude. Three factors and three integrals remain. Since $t_A-t_D=(t_A-t_2)+(t_2-t_1)+(t_1-t_D)$, the integrals separate into factors of the form
\begin{equation}
-\frac i\hbar\int_{-\infty}^{\infty}\!d\tau\,e^{i(E\tau-w|\tau|)/\hbar}
=\frac1{E-w}-\frac1{E+w}=\frac{2w}{E^2-w^2}.
\label{factor}
\end{equation}
Convergence is provided by $w\to w-i0$, which is again the outgoing-wave rule. The two terms come from $\tau>0$ and $\tau<0$. This factorization is tested by adding the 24 products of energy denominators in exact rational arithmetic for several sets of energies.

For each photon, Eq.~(\ref{factor}) is the factor in Eq.~(\ref{line}). The vertex phases and the mode sum are also those of part (a), so each photon supplies one tensor $\mathbf V$. The factor of M, with its dipole matrix elements $\boldsymbol\mu^{0r}$ taken real, is
\begin{equation}
\sum_r\mu_i^{0r}\mu_j^{r0}\frac{2E_r}{E^2-E_r^2}=-\alpha_{ij}(E),\qquad
\alpha_{ij}(E)=\sum_r\frac{2E_r\,\mu_i^{0r}\mu_j^{r0}}{E_r^2-E^2}.
\end{equation}
This $\boldsymbol\alpha$ is the dynamic polarizability of M. Adding the direct term,
\begin{equation}
M_{fi}=\boldsymbol\mu_A\cdot\left[\mathbf V(k,\mathbf R_{DA})-\mathbf V(k,\mathbf R_{MA})\,\boldsymbol\alpha\,\mathbf V(k,\mathbf R_{DM})\right]\cdot\boldsymbol\mu_D.
\label{total}
\end{equation}

The minus sign has a classical reading. The field of D at M is $-\mathbf V\boldsymbol\mu_D$, so M acquires the dipole $-\boldsymbol\alpha\mathbf V\boldsymbol\mu_D$. This dipole couples to A through $+\mathbf V$.

Equation~(\ref{total}) leaves out repeated scattering between M and the background polarizabilities of D and A, higher multipoles and orbital overlap. It also fails when $E$ approaches an absorption of M: the denominators $E_r^2-E^2$ become small, and M can then take up the energy itself.

\section*{(c) Interference with M at the midpoint}

\textit{Obtain the rate ratio. Evaluate it in the near zone for an isotropic M halfway between D and A, first with both dipoles along the axis, then with both perpendicular to it and parallel to each other.}

\medskip
\textbf{Solution.} If $\mathbf V$ and $\boldsymbol\alpha$ vary little across the spectral lines, the golden rule gives $\Gamma=(2\pi/\hbar)|M_{fi}|^2J$. Here $J$ is the overlap integral of the area-normalized donor emission and acceptor absorption line shapes, per unit energy. Let $f$ be the relayed amplitude divided by the direct one. Then
\begin{equation}
\frac{\Gamma}{\Gamma_0}=|1+f|^2=1+2\,\mathrm{Re}f+|f|^2.
\end{equation}
For real $f$, the rate rises if $f>0$ or $f<-2$, and falls if $-2<f<0$.

In the near zone $4\pi\varepsilon_0\mathbf V\to\mathbf T=(\mathbf 1-3\mathbf n\mathbf n)/R^3$. Let $\alpha'=\alpha/(4\pi\varepsilon_0)$ be the polarizability volume and $x=64\alpha'/R^3$. Both relay distances are $R/2$.

For axial dipoles the direct element of $\mathbf T$ is $-2/R^3$, and each relay element is $-2(2/R)^3=-16/R^3$. Hence
\begin{equation}
f_\parallel=\frac{-\alpha'(-16/R^3)^2}{-2/R^3}=\frac{128\alpha'}{R^3}=2x,\qquad
\frac{\Gamma}{\Gamma_0}=(1+2x)^2.
\end{equation}
For perpendicular dipoles the elements are $1/R^3$ and $8/R^3$, so
\begin{equation}
f_\perp=\frac{-\alpha'(8/R^3)^2}{1/R^3}=-x,\qquad \frac{\Gamma}{\Gamma_0}=(1-x)^2.
\end{equation}
The relayed amplitude is negative in both cases when $\alpha'>0$. The direct amplitude changes sign, and this decides the interference.

If $E$ lies above the dominant transition of M, $\alpha'$ can be negative. For $-1<x<0$ the axial rate is then reduced, while the perpendicular rate is raised.

At $x=1$ the perpendicular amplitudes cancel, at $R=4\alpha'^{1/3}$. There $\alpha'/(R/2)^3=1/8$, so M is close to both partners on the scale of its own polarizability. Higher multipoles and orbital overlap, which Eq.~(\ref{total}) leaves out, need not be small there, and the zero is a formal property of the point-dipole model.

These statements about the rate are tested against exact propagation of a donor, a mediator with three polarizations and a dense ladder of acceptor levels, with electrostatic coupling and counter-rotating states included. In the cases run, the decay rate agrees with the golden rule to about 0.3\% or better. With M at the midpoint, its ratio to the golden-rule rate without M is 1.966 for axial dipoles and 0.640 for perpendicular ones at $x=0.2$, and 0.361 for axial dipoles at $x=-0.2$. The formulas above give 1.96, 0.64 and 0.36.

\section*{(d) Moving M off the axis}

\textit{Displace M by $h$ along $\hat{\mathbf x}$ from the midpoint, with D and A on the $z$ axis. Where does the effect on axial dipoles change sign? What happens if $\boldsymbol\mu_D$ is along $\hat{\mathbf x}$ and $\boldsymbol\mu_A$ along $\hat{\mathbf z}$?}

\medskip
\textbf{Solution.} Both relay distances are $r=\sqrt{R^2/4+h^2}$. With $c=R/(2r)$ and $s=h/r$, the unit vectors from D to M and from M to A are $\mathbf n_1=(s,0,c)$ and $\mathbf n_2=(-s,0,c)$. For axial dipoles
\begin{align}
r^3\mathbf T_{DM}\hat{\mathbf z}&=\hat{\mathbf z}-3c\,\mathbf n_1=(-3cs,\,0,\,1-3c^2),\\
r^3\mathbf T_{MA}\hat{\mathbf z}&=\hat{\mathbf z}-3c\,\mathbf n_2=(3cs,\,0,\,1-3c^2).
\end{align}
Their scalar product is
\begin{equation}
P=(1-3c^2)^2-9c^2s^2=1-15c^2+18c^4,
\end{equation}
where $s^2=1-c^2$ was used. Dividing $-\alpha'P/r^6$ by $-2/R^3$ gives
\begin{equation}
f=\frac{\alpha'R^3}{2r^6}\,P.
\label{bisector}
\end{equation}
Take $\alpha'>0$. The component of the induced dipole along $z$ contributes $(1-3c^2)^2$ and aids the transfer. The component along $x$ contributes $-9c^2s^2$ and opposes it. They balance at
\begin{equation}
c^2=\frac{15\pm\sqrt{225-72}}{36}=\frac{15\pm\sqrt{153}}{36}.
\end{equation}
For weak positive $\alpha'$ the rate is enhanced near the axis, suppressed between the two corresponding displacements, and enhanced again beyond the outer one. At large $h$ the factor $r^{-6}$ makes the effect small. These are near-zone statements, valid for $kr\ll1$. Once $kh$ exceeds about one, the full tensor $\mathbf V$ must be used: $|f|$ then falls only as $h^{-2}$ and its real part changes sign with $h$, but by then the effect is negligible.

For the crossed dipoles the direct near-zone element $\hat{\mathbf z}\cdot\mathbf T\cdot\hat{\mathbf x}$ vanishes. So does the full element of $\mathbf V$, because $\hat{\mathbf z}\cdot\hat{\mathbf x}=0$ and $\mathbf n\cdot\hat{\mathbf x}=0$. The relay element is
\begin{align}
r^6\,\hat{\mathbf z}\cdot\mathbf T_{MA}\mathbf T_{DM}\cdot\hat{\mathbf x}
&=-3(c)(-s)-3(c)(s)+9(c)(\mathbf n_2\cdot\mathbf n_1)(s)\nonumber\\
&=9cs(2c^2-1),
\end{align}
since $\mathbf n_1\cdot\mathbf n_2=c^2-s^2$. The amplitude is proportional to $-9\alpha'cs(2c^2-1)/r^6$. There is nothing to interfere with: M opens a channel whose rate grows as $\alpha'^2$. The channel closes on the axis, where $s=0$, and at $2c^2=1$, where the two legs are perpendicular.

\section*{(e) Random orientations}

\textit{Average the near-zone rate over independent isotropic directions of both transition dipoles, with the three sites fixed. Does the interference survive?}

\medskip
\textbf{Solution.} Write the amplitude as $\boldsymbol\mu_A\cdot\mathbf K\cdot\boldsymbol\mu_D/(4\pi\varepsilon_0)$ with $\mathbf K=\mathbf T_{DA}-\alpha'\mathbf T_{MA}\mathbf T_{DM}$. Since $\langle\mu_i\mu_j\rangle=\mu^2\delta_{ij}/3$ for each dipole, the averaged rate is proportional to $\mathrm{Tr}(\mathbf K\mathbf K^{\mathsf T})$.

Let $\mathbf a,\mathbf b,\mathbf c$ be the unit vectors D$\to$A, D$\to$M, M$\to$A, with lengths $R,r_1,r_2$. Because $(\mathbf 1-3\mathbf a\mathbf a)^2=\mathbf 1+3\mathbf a\mathbf a$, the direct trace is $6/R^6$. The interference needs
\begin{align}
S&=\mathrm{Tr}\left[(\mathbf 1-3\mathbf a\mathbf a)(\mathbf 1-3\mathbf b\mathbf b)(\mathbf 1-3\mathbf c\mathbf c)\right]\nonumber\\
&=3-9+9\left[(\mathbf a\!\cdot\!\mathbf b)^2+(\mathbf b\!\cdot\!\mathbf c)^2+(\mathbf c\!\cdot\!\mathbf a)^2\right]
-27(\mathbf a\!\cdot\!\mathbf b)(\mathbf b\!\cdot\!\mathbf c)(\mathbf c\!\cdot\!\mathbf a).
\end{align}
In terms of the interior angles, $\mathbf a\cdot\mathbf b=\cos\theta_D$, $\mathbf a\cdot\mathbf c=\cos\theta_A$ and $\mathbf b\cdot\mathbf c=-\cos\theta_M$. Let $C=\cos\theta_D\cos\theta_A\cos\theta_M$. The angles add to $\pi$, so $\cos\theta_M+\cos\theta_D\cos\theta_A=\sin\theta_D\sin\theta_A$. Squaring this shows that the sum of the three squared cosines is $1-2C$. Therefore
\begin{equation}
S=-6+9(1-2C)+27C=3(1+3C).
\end{equation}
The purely relayed trace is $\alpha'^2/(r_1r_2)^6$ times $\mathrm{Tr}[(\mathbf 1+3\mathbf b\mathbf b)(\mathbf 1+3\mathbf c\mathbf c)]=9(1+\cos^2\theta_M)$. With $y=\alpha'R^3/(r_1r_2)^3$, division by the direct trace gives
\begin{equation}
\frac{\langle\Gamma\rangle}{\langle\Gamma_0\rangle}=1-y(1+3C)+\tfrac32(1+\cos^2\theta_M)\,y^2.
\label{average}
\end{equation}
The interference survives. For weak positive $\alpha'$, M enhances the averaged rate if $1+3C<0$ and suppresses it if $1+3C>0$. With M at the midpoint, $C=-1$ and the ratio is $1+2x+3x^2$. This agrees with part (c): weighting the axial and the two perpendicular channels by their direct strengths gives $[4(1+2x)^2+2(1-x)^2]/6$.

On the perpendicular bisector $\theta_D=\theta_A$, and $c$ is their cosine. Then $\cos\theta_M=1-2c^2$, so the weak-$\alpha'$ boundary is
\begin{equation}
1+3c^2-6c^4=0,\qquad c^2=\frac{3+\sqrt{33}}{12}.
\end{equation}
Equation~(\ref{average}) is tested by angular quadrature for several triangles.

\section*{(f) The far zone}

\textit{Let both dipoles be normal to the plane of the sites. How does retardation alter the sign of the interference?}

\medskip
\textbf{Solution.} Every $\mathbf n$ is perpendicular to the dipoles, so each tensor acts as the number $v(r)=e^{ikr}(1-ikr-k^2r^2)/r^3$, divided by $4\pi\varepsilon_0$. Hence $f=-\alpha'v(r_1)v(r_2)/v(R)$.

In the near zone $v=1/r^3$ and $f=-y$, which means suppression for $0<y<2$. When $kr_1$, $kr_2$ and $kR$ are all large, $v\to-k^2e^{ikr}/r$ and
\begin{equation}
f\to\frac{k^2\alpha'R}{r_1r_2}\,e^{ik(r_1+r_2-R)}.
\label{far}
\end{equation}
For weak positive $\alpha'$ the rate is now raised or lowered according to the sign of $\cos[k(r_1+r_2-R)]$. The path difference has taken over from the static dipole pattern.

Retardation also lets M act on itself. As $R\to0$, $-\mathbf V$ has the finite imaginary part $(2k^3/3)\mathbf 1/(4\pi\varepsilon_0)$. The field it produces, relative to the driving field, has size $2k^3|\alpha'|/3$, which must be small for Eq.~(\ref{total}) to hold with the bare $\boldsymbol\alpha$.

\section*{(g) A numerical case}

\textit{Take $E=2$ eV, $R=2$ nm, two dipoles of 5 D, $\alpha'=0.03$ nm$^3$ at $E$, and $J=1$ eV$^{-1}$. These are round model values. Find the amplitudes and rates.}

\medskip
\textbf{Solution.} Here $kR=0.020$, which is the near zone. The coupling unit $\mu_D\mu_A/(4\pi\varepsilon_0R^3)$ is 1.950 meV, and $x=64(0.03)/2^3=0.24$.

With M at the midpoint and axial dipoles, the direct amplitude is $-2(1.950)=-3.90$ meV. The relayed one is $0.48(-3.90)=-1.87$ meV. The ratio $(1.48)^2=2.19$ raises the rate from $1.45\times10^{11}$ to $3.18\times10^{11}$ s$^{-1}$. For perpendicular dipoles the amplitudes are 1.95 and $-0.47$ meV. The ratio $(0.76)^2=0.578$ lowers the rate from $3.63\times10^{10}$ to $2.10\times10^{10}$ s$^{-1}$.

Now move M off the axis by 1 nm, keeping the dipoles axial. Then $c^2=1/2$, $P=-2$ and $r^6=8$ nm$^6$. Equation~(\ref{bisector}) gives $f=0.03(8)(-2)/16=-0.03$ and a ratio of 0.941. The sign changes occur at $h=0.562$ and 3.562 nm. The strongest suppression between them is a ratio of 0.922, at $h=0.80$ nm. Here enhancement at the midpoint is much larger than any suppression on the bisector. In the suppressed region the relay legs are longer, and $|P|$ is at most 2.125, against $P=4$ at the midpoint.

For the crossed dipoles with $h=0.6$ nm, the relay alone supplies $-0.348$ meV. Scaling from the axial direct rate gives $1.45\times10^{11}(0.348/3.90)^2=1.15\times10^9$ s$^{-1}$.

After orientation averaging, the midpoint ratio is $1+0.48+0.173=1.653$. For an equilateral triangle it is 0.995. The averaged crossover lies at $h=0.610$ nm for weak $\alpha'$, with an angle of $117.2^\circ$ at M. For the chosen $\alpha'$ it lies at 0.650 nm, because the positive $y^2$ term in Eq.~(\ref{average}) extends the region of enhancement.

Retardation changes the three rate ratios that have a direct channel by less than $10^{-4}$ of their value, and $2k^3\alpha'/3$ is $2.1\times10^{-8}$. At $R=2000$ nm, with M displaced by 300 nm from the midpoint and the dipoles normal to the plane, $|f|$ is $5.6\times10^{-9}$. The far-zone fringes are therefore negligible for one such molecule. The formal cancellation for perpendicular dipoles would need $R=1.24$ nm, leaving M only 0.62 nm from each partner, where the point-dipole model is doubtful. The numerical output below lists these values.

They are values of the point-dipole model, and 1 nm from M is not far on the scale of a chromophore. Replace each axial dipole by a pair of opposite charges a distance $l$ apart, with the same moment. The field of each at M grows by $(1-l^2/R^2)^{-2}$ and the direct coupling by $(1-l^2/R^2)^{-1}$, so $f_\parallel$ grows by $(1-l^2/R^2)^{-3}$. For $l=0.5$ nm the axial ratio rises from 2.19 to 2.50, and the same replacement moves the perpendicular ratio from 0.578 to about 0.63. Background polarizabilities of 0.03 nm$^3$ on D and A, treated self-consistently, would move the axial ratio to about 2.22. Under these changes the pattern of enhancement and suppression at the midpoint survives, but the quoted digits do not.

\section*{Values computed for the example and the checks}
\begin{verbatim}
largest mode-integral error (reduced units): 4.5e-09
time orderings summed: 24
exact dynamics: rate/golden rule ; rate/rate without M
  axial, midpoint: 1.0030 ; 1.966
  perpendicular, midpoint: 1.0003 ; 0.640
  general geometry: 1.0006 ; 0.988
  axial, negative alpha: 1.0028 ; 0.361
  crossed, relay only: 0.9994 ; no direct rate
transfer energy: 2.0 eV ; D-A distance: 2.0 nm
each dipole: 5.0 D ; alpha': 0.030 nm^3
spectral overlap J: 1.0 1/eV
k: 0.01014 1/nm ; kR: 0.02027
mu_D mu_A/(4 pi eps0 R^3): 1.9505 meV
midpoint parameter x = 64 alpha'/R^3: 0.2400
axial, M at midpoint:
  direct -3.9017 meV ; relayed -1.8726 meV
  rate without M 1.4532e+11 1/s ; with M 3.1829e+11 1/s
  rate ratio 2.1903
perpendicular, M at midpoint:
  direct 1.9501 meV ; relayed -0.4681 meV
  rate without M 3.6301e+10 1/s ; with M 2.0966e+10 1/s
  rate ratio 0.5776
axial, M 1 nm off axis:
  direct -3.9017 meV ; relayed 0.1170 meV
  rate without M 1.4532e+11 1/s ; with M 1.3674e+11 1/s
  rate ratio 0.9409
crossed (D x, A z), M 0.6 nm off axis:
  direct 0.0000 meV ; relayed -0.3477 meV
  rate without M 0.0000e+00 1/s ; with M 1.1543e+09 1/s
largest retardation change of rate ratio: 6.7e-05
axial crossovers, M off axis by: 0.5616 nm and 3.5616 nm
strongest axial suppression: 0.9224 at 0.7959 nm
averaged rate ratio, M at midpoint: 1.6528
averaged rate ratio, equilateral: 0.99487
averaged crossover, M off axis by: 0.6505 nm
averaged crossover, weak alpha: 0.6102 nm, angle at M 117.22 deg
formal cancellation distance, perpendicular: 1.2429 nm
radiation-reaction parameter 2 k^3 alpha'/3: 2.08e-08
|relayed/direct|, R = 2000 nm, M 300 nm off axis: 5.61e-09
\end{verbatim}
